**Crossover of the atom–metal attraction from van der Waals to Casimir–Polder form**

The program tests that the energy of an atom at height z above a metal goes from −C3/z³ to −C4/z⁴, with C4 = 3cα(0)/(8π) in Hartree atomic units, where c is the speed of light and α(0) the static polarizability volume. The laws meet at C4/C3, which for one atomic frequency ω0 and surface-plasmon frequency ωs equals (3c/π)(1/ω0 + 1/ωs). It asserts the mirror result against a regulated sum over real standing waves, and the general reflection formula against a pairwise sum over a dilute medium. For helium, treated by full configuration interaction in the aug-cc-pVQZ basis, it asserts the sum-over-states polarizability against finite-field energies. It also asserts both distance limits, the penetration correction 8c/(5ωp z) for plasma frequency ωp, and the thermal limit above a mirror. The output gives crossovers at 120 bohr (6.4 nm) for an ideal mirror and 687 bohr (36 nm) for an electron-gas metal with density parameter 3 bohr. At the metal's crossover the energy is −1.4 neV, about half of what either limiting law gives.

## Numerical check

```python
"""
Atom above a metal: crossover from -C3/z^3 to -C4/z^4, C4 = 3 c alpha(0)/(8 pi).

Hartree atomic units, Gaussian electrodynamics (alpha is a volume).
  z      atom-surface distance          xi     imaginary frequency
  alpha  dipole polarizability          q      xi / c
  kappa  decay constant in vacuum       omega_p, omega_s = omega_p/sqrt(2)
  trace  trace of the reflected field per unit dipole at the atom
Energy: U = -(1/2 pi) int dxi alpha(i xi) trace(i xi), at zero temperature.
Crossover: z_x = C4/C3; for one atomic frequency omega_0 and a plasma metal
  z_x = (3 c/pi) (1/omega_0 + 1/omega_s); a mirror lacks the 1/omega_s term.
Atom: helium, full CI in aug-cc-pVQZ. Metal: eps(i xi) = 1 + omega_p^2/xi^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, fci

c = 1.0 / const.fine_structure
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_J = const.physical_constants["Hartree energy"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
temperature = 300.0
kT = const.k * temperature / hartree_J


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---- Zero-point and thermal shift of coupled oscillators: modes vs integral
w_atom = 1.0
w_field = np.array([0.4, 0.9, 1.7, 2.6])
g_field = np.array([0.10, 0.25, 0.30, 0.40])
stiffness = np.diag(np.concatenate(([w_atom], w_field)) ** 2)
stiffness[0, 1:] = stiffness[1:, 0] = -g_field
new_modes = np.sqrt(np.linalg.eigvalsh(stiffness))
old_modes = np.concatenate(([w_atom], w_field))


def log_det(xi):
    response = np.sum(g_field**2 / (w_field**2 + xi**2))
    return np.log(1 - response / (w_atom**2 + xi**2))


shift_modes = 0.5 * (new_modes.sum() - old_modes.sum())
shift_integral = quad(log_det, 0, np.inf, epsabs=1e-12)[0] / (2 * np.pi)
assert close(shift_integral, shift_modes, 1e-6)
toy_T = 0.3
free_modes = toy_T * (np.log(2 * np.sinh(new_modes / (2 * toy_T))).sum()
                      - np.log(2 * np.sinh(old_modes / (2 * toy_T))).sum())
free_sum = toy_T * (0.5 * log_det(0.0) + sum(
    log_det(2 * np.pi * toy_T * n) for n in range(1, 3000)))
assert close(free_sum, free_modes, 1e-6)


# ---- Mirror: regulated sum over real standing waves vs image-dipole result
def mirror_g(x):
    return (1 + 2 * x + 2 * x**2) * np.exp(-2 * x)


eta = 0.003                        # Gaussian regulator, error of order eta^2
b = np.linspace(0, 6.5 / eta, 600001)          # b = 2 k z with z = 1
angular = b * np.sin(b) + 2 * np.cos(b) - 2 * np.sinc(b / np.pi)
regulated = angular * np.exp(-(eta * b) ** 2)
for x in (0.3, 1.0):
    weight = b**2 / (b**2 + (2 * x) ** 2)
    trace_modes = -simpson(weight * regulated, x=b) / (2 * np.pi)
    assert close(trace_modes, mirror_g(x) / 2, 1e-3)
field_squared = -c / (8 * np.pi) * simpson(b * regulated, x=b)
assert close(-0.5 * field_squared, -3 * c / (8 * np.pi), 1e-3)


# ---- General flat surface: reflection coefficients and trace
def reflection(kappa, q, chi):
    """r_p and r_s at imaginary frequency; chi = eps - 1."""
    inside = np.sqrt(kappa**2 + chi * q**2)
    r_p = ((1 + chi) * kappa - inside) / ((1 + chi) * kappa + inside)
    r_s = (kappa - inside) / (kappa + inside)
    return r_p, r_s


k_test, q_test, chi_test = 1.3, 0.8, 6.0
k_in = np.sqrt(k_test**2 + chi_test * q_test**2)
for r_value, jump in zip(reflection(k_test, q_test, chi_test),
                         (1 + chi_test, 1.0)):
    matching = np.array([[-1.0, jump], [k_test, k_in]])
    assert close(np.linalg.solve(matching, [1.0, k_test])[0], r_value, 1e-10)

# A dilute medium must reproduce the sum over its separate atoms (z = 1).
chi_dilute = 1e-5
for q_test in (0.2, 0.7, 1.5):
    def surface_integrand(kappa):
        r_p, r_s = reflection(kappa, q_test, chi_dilute)
        return np.exp(-2 * kappa) * ((2 * kappa**2 - q_test**2) * r_p
                                     - q_test**2 * r_s) / chi_dilute

    def pair_integrand(r):
        y = q_test * r
        tensor_sq = 4 * (1 + y) ** 2 + 2 * (1 + y + y**2) ** 2
        return 0.5 * r * (r - 1) * np.exp(-2 * y) * tensor_sq / r**6

    surface_trace = quad(surface_integrand, q_test, q_test + 25)[0]
    pair_trace = quad(pair_integrand, 1, np.inf)[0]
    assert close(surface_trace, pair_trace, 1e-4)

# ---- Helium: full CI in the space of symmetric two-electron functions
mol = gto.M(atom="He 0 0 0", basis="aug-cc-pvqz", verbose=0)
mf = scf.RHF(mol).run()
orb = mf.mo_coeff
n_orb = orb.shape[1]
h_core = orb.T @ mf.get_hcore() @ orb
z_mat = orb.T @ mol.intor("int1e_r")[2] @ orb
r2_mat = orb.T @ mol.intor("int1e_r2") @ orb
eri = ao2mo.restore(1, ao2mo.kernel(mol, orb), n_orb)
P, Q = np.triu_indices(n_orb)
norm = np.where(P == Q, 0.5, np.sqrt(0.5))
Pc, Qc = P[:, None], Q[:, None]
unit = np.eye(n_orb)


def one_body(m):
    direct = m[Pc, P] * unit[Qc, Q] + unit[Pc, P] * m[Qc, Q]
    exchange = m[Pc, Q] * unit[Qc, P] + unit[Pc, Q] * m[Qc, P]
    return 2 * np.outer(norm, norm) * (direct + exchange)


repulsion = 2 * np.outer(norm, norm) * (eri[Pc, P, Qc, Q] + eri[Pc, Q, Qc, P])
levels, states = np.linalg.eigh(one_body(h_core) + repulsion)
ground = states[:, 0]
dipoles_sq = (states.T @ (one_body(z_mat) @ ground))[1:] ** 2
gaps, group = np.unique(np.round(levels[1:] - levels[0], 7),
                        return_inverse=True)
strengths = np.bincount(group.ravel(), weights=dipoles_sq)
keep = strengths > 1e-12
gaps, strengths = gaps[keep], strengths[keep]


def alpha(xi):
    xi = np.asarray(xi, dtype=float)[..., None]
    return np.sum(2 * strengths * gaps / (gaps**2 + xi**2), axis=-1)


alpha0 = float(alpha(0.0))


def fci_energy(field):
    solver = fci.direct_spin1.FCI()
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    return solver.kernel(h_core + field * z_mat, eri, n_orb, (1, 1))[0]


field = 0.01
energy_free = fci_energy(0.0)
alpha_field = -2 * (fci_energy(field) - energy_free) / field**2
assert abs(energy_free - levels[0]) < 1e-7
assert close(alpha_field, alpha0, 1e-3)    # hyperpolarizability enters here

# ---- Coefficients and crossover distances
omega_p = np.sqrt(3 / 3.0**3)              # electron gas with r_s = 3 bohr
omega_s = omega_p / np.sqrt(2)
C3_mirror = strengths.sum() / 4
C3_metal = np.sum(strengths * omega_s / (gaps + omega_s)) / 4
C4 = 3 * c * alpha0 / (8 * np.pi)
wave = np.zeros((n_orb, n_orb))
wave[P, Q] = ground * norm
wave = wave + wave.T
dipole_variance = (2 * np.sum(wave * (r2_mat @ wave)) / 3
                   + 2 * np.sum(wave * (z_mat @ wave @ z_mat)))
assert close(C3_mirror, dipole_variance / 4, 0.02)   # finite-basis closure
omega_0 = 8 * C3_mirror / alpha0
cross_mirror, cross_metal = C4 / C3_mirror, C4 / C3_metal
estimate_metal = 3 * c / np.pi * (1 / omega_0 + 1 / omega_s)
assert close(estimate_metal, cross_metal, 0.05)      # one-frequency model

# ---- Full energy at any distance: kappa = t/z, q = s kappa
nodes, weights = np.polynomial.legendre.leggauss(100)
u, wu = 0.5 * (nodes + 1), 0.5 * weights
t, wt = (20 * u**2)[:, None], (40 * u * wu)[:, None]
s, ws = (u**4)[None, :], (4 * u**3 * wu)[None, :]


def energy(z, metal=True):
    kappa = t / z
    q = kappa * s
    r_p, r_s = 1.0, -1.0
    if metal:
        r_p, r_s = reflection(kappa, q, (omega_p / (c * q)) ** 2)
    integrand = alpha(c * q) * ((2 - s**2) * r_p - s**2 * r_s)
    total = np.sum(wt * ws * t**3 * np.exp(-2 * t) * integrand)
    return -c * total / (2 * np.pi * z**4)


def exponent(z, metal=True):
    step = 0.02
    ratio = energy(z * np.exp(step), metal) / energy(z * np.exp(-step), metal)
    return -np.log(ratio) / (2 * step)


def retarded_fraction(z, metal=True):
    return -energy(z, metal) * z**4 / C4


for z in (30.0, 300.0):
    single = quad(lambda xi: float(alpha(xi)) * mirror_g(xi * z / c),
                  0, np.inf, limit=200)[0]
    assert close(energy(z, False), -single / (4 * np.pi * z**3), 1e-5)
assert close(-energy(0.1) * 0.1**3, C3_metal, 1e-3)
assert close(-energy(0.01, False) * 0.01**3, C3_mirror, 2e-3)
z_far = 1000 * c / omega_p
penetration = (1 - retarded_fraction(z_far)) * z_far * omega_p / c
assert close(penetration, 8 / 5, 0.01)     # next order is about 1/1000
assert close(retarded_fraction(1e5, False), 1.0, 1e-4)

distances = [10.0, 30.0, 100.0, 300.0, 1000.0, 3000.0, 10000.0, 30000.0]
table = []
for z in distances:
    n_metal, n_mirror = exponent(z), exponent(z, False)
    assert 3 < n_metal < 4 and 3 < n_mirror < 4
    U = energy(z)
    table.append((z, U, -U * z**3 / C3_metal, -U * z**4 / C4,
                  n_metal, n_mirror))
for column, sign in ((2, -1), (3, 1), (4, 1), (5, 1)):
    assert np.all(sign * np.diff([row[column] for row in table]) > 0)


def solve_distance(function, low, high):
    return np.exp(brentq(lambda y: function(np.exp(y)),
                         np.log(low), np.log(high), xtol=1e-7))


half = {m: solve_distance(lambda z: exponent(z, m) - 3.5, 10, 1e5)
        for m in (False, True)}
ninety = {m: solve_distance(lambda z: retarded_fraction(z, m) - 0.9, 10, 1e6)
          for m in (False, True)}
assert 0.5 < half[False] / cross_mirror < 2
assert 0.5 < half[True] / cross_metal < 2


# ---- Finite temperature above the mirror
def thermal_energy(z):
    xi = 2 * np.pi * kT * np.arange(0, 8000)
    terms = alpha(xi) * mirror_g(xi * z / c) / (2 * z**3)
    return -kT * (terms.sum() - 0.5 * terms[0])


z_thermal = 3 * c / (2 * np.pi * kT)
assert close(thermal_energy(1e6), -kT * alpha0 / (4 * 1e6**3), 1e-3)
thermal_ratio = {z: thermal_energy(z) / energy(z, False)
                 for z in (1e3, 1e4, 1e5)}
assert abs(thermal_ratio[1e3] - 1) < 0.01

# ---- Output
print(f"speed of light c = {c:.3f} a.u.")
print(f"1 bohr = {bohr_nm:.7f} nm")
print(f"He full-CI energy = {levels[0]:.5f} hartree")
print(f"He alpha(0), sum over states = {alpha0:.4f} bohr^3")
print(f"He alpha(0), finite field = {alpha_field:.4f} bohr^3")
print(f"dipole variance <D_z^2> = {dipole_variance:.4f} bohr^2")
print(f"effective atomic frequency omega_0 = {omega_0:.4f} hartree")
print(f"metal omega_p = {omega_p:.4f} hartree")
print(f"metal omega_s = {omega_s:.4f} hartree")
print(f"C3 mirror = {C3_mirror:.4f} hartree bohr^3")
print(f"C3 metal = {C3_metal:.5f} hartree bohr^3")
print(f"C4 = {C4:.3f} hartree bohr^4")
print(f"c/omega_0 = {c / omega_0:.1f} bohr")
print(f"c/omega_p = {c / omega_p:.1f} bohr")
for name, m, zx in (("mirror", False, cross_mirror),
                    ("metal", True, cross_metal)):
    print(f"{name}: crossover C4/C3 = {zx:.1f} bohr = {zx * bohr_nm:.2f} nm")
    print(f"{name}: U / asymptote at crossover = "
          f"{retarded_fraction(zx, m):.3f}")
    print(f"{name}: exponent at crossover = {exponent(zx, m):.3f}")
    print(f"{name}: exponent 3.5 at z = {half[m]:.1f} bohr")
    print(f"{name}: 90% of retarded law at z = {ninety[m]:.0f} bohr")
print(f"metal: one-frequency estimate = {estimate_metal:.1f} bohr")
U_cross = energy(cross_metal)
print(f"metal: U at crossover = {U_cross:.3e} hartree "
      f"= {U_cross * hartree_eV * 1e9:.3f} neV")
print(f"penetration coefficient (numerical) = {penetration:.4f}")
print("metal table: z/bohr, U/hartree, U/(-C3/z^3), U/(-C4/z^4),")
print("  exponent metal, exponent mirror")
for row in table:
    print(f"{row[0]:7.0f} {row[1]:.3e} {row[2]:.4f} {row[3]:.4f} "
          f"{row[4]:.3f} {row[5]:.3f}")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4e} hartree")
print(f"thermal distance z_T = {z_thermal:.0f} bohr "
      f"= {z_thermal * bohr_nm / 1000:.2f} micrometre")
for z, ratio in thermal_ratio.items():
    print(f"mirror U(300 K)/U(0) at {z:.0f} bohr = {ratio:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
speed of light c = 137.036 a.u.
1 bohr = 0.0529177 nm
He full-CI energy = -2.90253 hartree
He alpha(0), sum over states = 1.3842 bohr^3
He alpha(0), finite field = 1.3844 bohr^3
dipole variance <D_z^2> = 0.7538 bohr^2
effective atomic frequency omega_0 = 1.0885 hartree
metal omega_p = 0.3333 hartree
metal omega_s = 0.2357 hartree
C3 mirror = 0.1883 hartree bohr^3
C3 metal = 0.03296 hartree bohr^3
C4 = 22.641 hartree bohr^4
c/omega_0 = 125.9 bohr
c/omega_p = 411.1 bohr
mirror: crossover C4/C3 = 120.2 bohr = 6.36 nm
mirror: U / asymptote at crossover = 0.557
mirror: exponent at crossover = 3.459
mirror: exponent 3.5 at z = 139.1 bohr
mirror: 90% of retarded law at z = 485 bohr
metal: crossover C4/C3 = 687.0 bohr = 36.36 nm
metal: U / asymptote at crossover = 0.522
metal: exponent at crossover = 3.527
metal: exponent 3.5 at z = 619.9 bohr
metal: 90% of retarded law at z = 5863 bohr
metal: one-frequency estimate = 675.4 bohr
metal: U at crossover = -5.308e-11 hartree = -1.444 neV
penetration coefficient (numerical) = 1.5973
metal table: z/bohr, U/hartree, U/(-C3/z^3), U/(-C4/z^4),
  exponent metal, exponent mirror
     10 -3.289e-05 0.9979 0.0145 3.004 3.060
     30 -1.204e-06 0.9864 0.0431 3.022 3.164
    100 -3.037e-08 0.9216 0.1341 3.109 3.409
    300 -9.022e-10 0.7392 0.3228 3.314 3.721
   1000 -1.388e-11 0.4211 0.6129 3.619 3.944
   3000 -2.300e-13 0.1885 0.8229 3.826 3.993
  10000 -2.125e-15 0.0645 0.9386 3.939 3.999
  30000 -2.735e-17 0.0224 0.9786 3.979 4.000
temperature = 300 K, kT = 9.5004e-04 hartree
thermal distance z_T = 68870 bohr = 3.64 micrometre
mirror U(300 K)/U(0) at 1000 bohr = 1.0000
mirror U(300 K)/U(0) at 10000 bohr = 0.9998
mirror U(300 K)/U(0) at 100000 bohr = 1.4748
ALL CHECKS PASSED
```
